# The Fu-Kane parity formula and the choice of inversion centre: a program that tests the result

```python
# Fu-Kane parity formula. For an insulator with time reversal Theta (Theta^2=-1), inversion P
# and N occupied Kramers pairs: (-1)^nu0 = prod of xi over 8 TRIM, (-1)^nu_j = prod over n_j=1,
# TRIM Gamma_n = (pi/a) n, xi = (-1)^n_odd, n_odd = number of odd occupied pairs.
# Moving the centre by m a/2: n_odd -> N - n_odd where m.n is odd, nu0 and nu_j fixed,
# z4 = sum n_odd mod 4 -> z4 + 2 m.nu.
# Roads: (1) delta = sqrt(det w)/Pf w, w = <u(-k)|Theta|u(k)>, in an explicit smooth gauge;
# (2) Wilson-loop Wannier flow; (3) parities from a real-space cluster with geometric inversion.
# v = <u(k)|P Theta|u(k)>. Blocks: H = d0 tz + A sum sin(k_j) tx s_j, d0 = M - sum t_j cos(k_j).
# k is in units of 1/a inside the code, energies in eV.
import itertools
import numpy as np
from collections import defaultdict
from scipy.constants import hbar, e as qe
from scipy.integrate import quad

s0 = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
G0, G5 = np.kron(sz, s0), np.kron(sy, s0)
GI = [np.kron(sx, s) for s in (sx, sy, sz)]
A_EV, A_NM, NG, L = 1.0, 0.4, 16, 4
HALF = NG // 2
TRIM = list(itertools.product((0, 1), repeat=3))
E3 = np.eye(3, dtype=int)
K = 2 * np.pi / NG * np.stack(np.meshgrid(*[np.arange(NG)] * 3, indexing="ij"), -1)
NEG = np.ix_(*[(-np.arange(NG)) % NG] * 3)
dag = lambda X: np.conj(np.swapaxes(X, -1, -2))
tr = lambda X: np.swapaxes(X, -1, -2)
at = lambda X, n: X[tuple(HALF * np.array(n))]

def build(blocks, eps, seed, inversion):
    n = 4 * len(blocks)
    new = lambda: defaultdict(lambda: np.zeros((n, n), complex))
    hop = new()  # hop[R] = <R,a|H|0,b>
    par = np.tile([-1, -1, 1, 1], len(blocks))
    s = np.repeat(np.array([b[2] for b in blocks]), 4, axis=0)  # twice the site position
    U = np.kron(np.eye(n // 2), 1j * sy)
    for b, (M, t, _) in enumerate(blocks):
        sl = slice(4 * b, 4 * b + 4)
        hop[(0, 0, 0)][sl, sl] += M * G0
        for j in range(3):
            hop[tuple(E3[j])][sl, sl] += -t[j] / 2 * G0 - A_EV / 2j * GI[j]
            hop[tuple(-E3[j])][sl, sl] += -t[j] / 2 * G0 + A_EV / 2j * GI[j]
    if eps > 0:
        rng = np.random.default_rng(seed)
        r = {R: rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)) for R in list(hop)}
        r = {R: (r[R] + dag(r[tuple(-np.array(R))])) / 2 for R in r}
        r = {R: (r[R] + U @ r[R].conj() @ dag(U)) / 2 for R in r}
        if inversion:
            q = new()
            for R in r:
                for a in range(n):
                    for b in range(n):
                        q[R][a, b] += r[R][a, b] / 2
                        q[tuple(-np.array(R) - s[a] + s[b])][a, b] += par[a] * par[b] * r[R][a, b] / 2
            r = q
        norm = sum(np.linalg.norm(x, 2) for x in r.values())
        for R in r:
            hop[R] += eps / norm * r[R]
    return dict(hop), par, s, U

def bloch(hop, k):
    Rs = np.array(list(hop))
    T = np.array([hop[R] for R in hop])
    n = T.shape[-1]
    return (np.exp(-1j * k @ Rs.T) @ T.reshape(len(Rs), -1)).reshape(k.shape[:-1] + (n, n))

def pf(X):
    n = X.shape[-1]
    if n == 2:
        return X[..., 0, 1]
    tot = 0
    for j in range(1, n):
        keep = [i for i in range(1, n) if i != j]
        tot = tot + (-1) ** (j + 1) * X[..., 0, j] * pf(X[..., keep, :][..., :, keep])
    return tot

def winding(z):
    W = []
    for ax in range(3):
        step = np.angle(np.roll(z, -1, ax) / z)
        assert np.abs(step).max() < 1.5  # grid resolves the phase
        tot = step.sum(ax) / (2 * np.pi)
        assert np.ptp(tot) < 1e-8
        W.append(int(round(tot.flat[0])))
    return np.array(W)

def delta_definition(u, U):
    w = dag(u[NEG]) @ U @ u.conj()
    assert np.allclose(w[NEG], -tr(w), atol=1e-10)
    assert np.allclose(w @ dag(w), np.eye(w.shape[-1]), atol=1e-10)
    d = np.linalg.det(w)
    assert not winding(d).any()
    ph = np.angle(d)
    ph[:, 0, 0] = np.unwrap(ph[:, 0, 0])
    ph[:, :, 0] = np.unwrap(ph[:, :, 0], axis=1)
    ph = np.unwrap(ph, axis=2)
    out = {n: np.exp(0.5j * at(ph, n)) / pf(at(w, n)) for n in TRIM}
    assert all(abs(abs(x.real) - 1) < 1e-8 for x in out.values())
    return w, {n: int(round(x.real)) for n, x in out.items()}

def indices(d):
    bit = lambda S: int(np.prod([d[n] for n in S]) < 0)
    return (bit(TRIM),) + tuple(bit([n for n in TRIM if n[j]]) for j in range(3))

def loop(u, un, phase):
    a, sv, b = np.linalg.svd(dag(u) @ (phase[:, None] * un))
    assert sv.min() > 0.5
    M = a @ b
    W = M[0]
    for X in M[1:]:
        W = W @ X
    return W

def pair_product(z):
    ph = np.sort(np.angle(z))
    gaps = np.diff(np.append(ph, ph[0] + 2 * np.pi))
    ph = np.roll(ph, -(np.argmax(gaps) + 1))
    zz = np.exp(1j * ph)
    assert np.abs(zz[0::2] - zz[1::2]).max() < 1e-7  # Kramers pairing of Wilson phases
    return np.prod(zz[0::2])

def wilson_plane(occ, s, o, e1, e2):
    i, j = np.arange(NG + 1)[:, None, None], np.arange(HALF + 1)[None, :, None]
    idx = (o + i * e1 + j * e2) % NG
    u = occ[idx[..., 0], idx[..., 1], idx[..., 2]]
    W = loop(u[:-1], u[1:], np.exp(-1j * np.pi / NG * (s @ e1)))
    z, det = np.linalg.eigvals(W), np.linalg.det(W)
    x = -np.angle(z) / (2 * np.pi)
    tot = np.unwrap(-np.angle(det))
    assert np.abs(np.diff(tot)).max() < 1.0
    bits = set()
    for ref in (0.137, 0.371, 0.713):  # net crossings of the reference line
        S = ((x - ref) % 1).sum(1)
        net = (tot[-1] - tot[0]) / (2 * np.pi) - (S[-1] - S[0])
        assert abs(net - round(net)) < 1e-8
        bits.add(int(round(net)) % 2)
    assert len(bits) == 1
    ends = [(tuple(idx[0, jj] // HALF), tuple(idx[HALF, jj] // HALF), pair_product(z[jj])) for jj in (0, HALF)]
    return bits.pop(), np.abs(det - 1).max(), ends, x

def cluster_odd_counts(hop, par, s):
    n = len(par)
    cells = np.array(list(itertools.product(range(L), repeat=3)))
    num = lambda R: (R[0] % L) * L * L + (R[1] % L) * L + R[2] % L
    H = np.zeros((L ** 3, n, L ** 3, n), complex)
    for c in cells:
        for R, t in hop.items():
            H[num(c + np.array(R)), :, num(c), :] += t
    H = H.reshape(L ** 3 * n, -1)
    V = np.linalg.eigh(H)[1][:, : H.shape[0] // 2]
    sites = [(tuple((2 * c + s[a]) % (2 * L)), a) for c in cells for a in range(n)]
    look = {x: i for i, x in enumerate(sites)}
    p = np.tile(par, L ** 3)
    B = {g: np.kron(np.exp(1j * np.pi * cells @ np.array(g))[:, None], np.eye(n)) / L ** 1.5 for g in TRIM}
    QB = {g: V @ (dag(V) @ B[g]) for g in TRIM}
    out = {}
    for m in TRIM:  # centre at m a/2, r -> m a - r
        perm = np.array([look[(tuple((2 * np.array(m) - np.array(r)) % (2 * L)), a)] for r, a in sites])
        assert np.allclose(H[np.ix_(perm, perm)] * np.outer(p, p), H, atol=1e-12)
        out[m] = {}
        for g in TRIM:
            PB = np.zeros_like(B[g])
            PB[perm] = p[:, None] * B[g]
            val = np.vdot(QB[g], B[g] - PB).real / 4
            assert abs(val - round(val)) < 1e-8
            out[m][g] = int(round(val))
    return out

def analyse(blocks, eps, seed, inversion=True):
    hop, par, s, U = build(blocks, eps, seed, inversion)
    N = len(blocks)
    H = bloch(hop, K)
    assert np.allclose(U @ H.conj() @ dag(U), H[NEG], atol=1e-12)
    E, V = np.linalg.eigh(H)
    occ, gap = V[..., : 2 * N], (E[..., 2 * N] - E[..., 2 * N - 1]).min()
    assert gap > 0.9
    trial = np.linalg.eigh(np.kron(np.eye(N), G5))[1][:, : 2 * N]
    a, sv, b = np.linalg.svd(dag(occ) @ trial)
    assert sv.min() > 0.4  # projection never degenerates: smooth periodic frame
    u = occ @ a @ b
    w, dd = delta_definition(u, U)
    nu = indices(dd)
    u2 = u.copy()  # gauge change with winding (1,0,1)
    u2[..., 0] *= np.exp(1j * (K[..., 0] + K[..., 2] + 0.7 * np.cos(K[..., 1])))[..., None]
    d2 = delta_definition(u2, U)[1]
    o = TRIM[0]
    assert all(d2[n] * d2[o] == dd[n] * dd[o] * (-1) ** (n[0] + n[2]) for n in TRIM) and indices(d2) == nu
    planes, want = [], []
    for j in range(3):
        for h in (0, 1):
            planes.append(wilson_plane(occ, s, h * HALF * E3[j], E3[(j + 1) % 3], E3[(j + 2) % 3]))
            want.append(nu[j + 1] if h else (nu[0] + nu[j + 1]) % 2)
    for i, j, l in ((0, 2, 1), (0, 1, 2)):  # plane k.(a_i+a_j)=pi: change of primitive basis
        planes.append(wilson_plane(occ, s, HALF * E3[j], E3[i] - E3[j], E3[l]))
        want.append((nu[i + 1] + nu[j + 1]) % 2)
    assert [p[0] for p in planes] == want
    P = par * np.exp(-1j * K @ s.T)
    v = dag(u) @ (P[NEG][..., None] * (U @ u.conj()))
    pv, detdev = pf(v), max(p[1] for p in planes)
    res = dict(N=N, gap=gap, nu=nu, dd=dd, E=E, planes=planes, hop=hop, pvmin=abs(pv).min(), detdev=detdev)
    if not inversion:
        assert res["pvmin"] < 1 - 1e-4 and detdev > 1e-4
        return res
    assert np.allclose(P[..., :, None] * H * P.conj()[..., None, :], H[NEG], atol=1e-12)
    assert np.allclose(v, -tr(v), atol=1e-10) and np.allclose(abs(pv), 1, atol=1e-10)
    assert np.allclose(pv ** 2, np.linalg.det(v), atol=1e-10)
    assert np.allclose(v[NEG], w @ v.conj() @ tr(w), atol=1e-10)
    assert np.allclose(np.linalg.det(w), pv * pv[NEG], atol=1e-10) and detdev < 1e-9
    odd = cluster_odd_counts(hop, par, s)
    xi = {m: {n: (-1) ** odd[m][n] for n in TRIM} for m in TRIM}
    W = winding(pv)
    for n in TRIM:
        assert abs(pf(at(w, n)) / at(pv, n) - xi[o][n]) < 1e-8
        assert dd[n] * dd[o] == xi[o][n] * xi[o][o] * (-1) ** int(W @ n % 2)
    for p in planes:
        for n1, n2, prod in p[2]:
            assert abs(prod - xi[o][n1] * xi[o][n2]) < 1e-7
    z4 = {m: sum(odd[m].values()) % 4 for m in TRIM}
    for m in TRIM:
        assert indices(xi[m]) == nu
        assert all(odd[m][n] == (N - odd[o][n] if np.dot(m, n) % 2 else odd[o][n]) for n in TRIM)
        assert z4[m] == (z4[o] + 2 * np.dot(m, nu[1:])) % 4 and z4[m] % 2 == nu[0]
        assert (xi[m] == xi[o]) == (N % 2 == 0 or m == o)
    res.update(xi=xi, z4=z4, W=W)
    return res

lab = lambda n: "".join(str(int(x)) for x in n)
sg = lambda d: "".join("+" if d[n] > 0 else "-" for n in TRIM)
fmt = lambda nu: f"({nu[0]};{lab(nu[1:])})"
M0, T0, ISO = 1.0, (1.0, 1.0, 0.2), (1.0, 1.0, 1.0)
ex = analyse([(M0, T0, (0, 0, 0))], 0.0, 0)
print(f"worked example: a = {A_NM} nm, A = {A_EV} eV, M = {M0} eV, t = {T0} eV, N = {ex['N']}")
print(f"pi/a = {np.pi / A_NM:.4f} 1/nm, velocity A a/hbar = {A_EV * qe * A_NM * 1e-9 / hbar:.4e} m/s")
print(f"k grid {NG}^3, cluster {L}^3 cells, smallest direct gap on grid = {ex['gap']:.3f} eV")
print(f"winding of Pf v in smooth gauge W = {lab(ex['W'])}")
for n in TRIM:
    d0 = M0 - np.dot(T0, np.cos(np.pi * np.array(n)))
    assert np.sign(d0) == ex["xi"][TRIM[0]][n] and abs(at(ex["E"], n)[0] + abs(d0)) < 1e-10
    rel = ex["dd"][n] * ex["dd"][(1, 1, 1)]
    print(f"TRIM {lab(n)}: d0 = {d0:+.1f} eV, xi = {ex['xi'][TRIM[0]][n]:+d}, delta/delta(111) = {rel:+d}")
print("indices from definition:", fmt(ex["nu"]))
print("Wilson nu, planes k1=0,pi k2=0,pi k3=0,pi k1+k3=pi k1+k2=pi:", lab([p[0] for p in ex["planes"]]))
print("xi strings list TRIM in order", " ".join(lab(n) for n in TRIM))
for m in TRIM:
    c = ",".join(f"{A_NM * x / 2:.1f}" for x in m)
    print(f"centre ({c}) nm: xi {sg(ex['xi'][m])} {fmt(indices(ex['xi'][m]))} z4 = {ex['z4'][m]}")
xs = np.abs(ex["planes"][5][3]) * A_NM
print(f"plane k3=pi/a, |x1| Wannier: k2=0 {xs[0, 0]:.4f} nm, k2=pi/a {xs[-1, 0]:.4f} nm")
for frac in (0.25, 0.5, 0.75):
    nf, k2 = 800, frac * np.pi
    kk = np.stack([2 * np.pi * np.arange(nf) / nf, np.full(nf, k2), np.full(nf, np.pi)], -1)
    uf = np.linalg.eigh(bloch(ex["hop"], kk))[1][..., :2]
    xf = np.sort(-np.angle(np.linalg.eigvals(loop(uf, np.roll(uf, -1, 0), np.ones(4)))) / (2 * np.pi))
    def half_solid(k):
        d0 = M0 + T0[2] - T0[1] * np.cos(k2) - T0[0] * np.cos(k)
        d1, d2 = A_EV * np.sin(k), A_EV * np.sin(k2)
        r = np.sqrt(d0 ** 2 + d1 ** 2 + d2 ** 2)
        return 0.5 * (d0 * A_EV * np.cos(k) - d1 * T0[0] * np.sin(k)) / (r * (r + d2))
    g = quad(half_solid, 0, 2 * np.pi, epsabs=1e-11)[0] / (2 * np.pi)
    g = abs((g + 0.5) % 1 - 0.5)
    assert abs(xf[1] - g) < 1e-4 and abs(xf[0] + g) < 1e-4  # loop error is O(1/nf^2)
    print(f"k2 = {frac} pi/a: x1 = +-{xf[1] * A_NM:.4f} nm (Wilson), {g * A_NM:.4f} nm (solid angle)")
EPS = 0.3
print(f"further models, random symmetric hopping with summed norm {EPS} eV")
print("block = M/eV, t3/eV, site in a/2 (t1 = t2 = 1 eV); z4 listed over centres m in TRIM order")
models = [[(2.0, ISO, (0, 0, 0))], [(0.0, ISO, (0, 0, 0))], [(-2.0, ISO, (0, 0, 0))],
          [(4.0, ISO, (1, 0, 0))], [(2.0, ISO, (0, 0, 0)), (2.0, ISO, (1, 0, 0))],
          [(2.0, ISO, (0, 0, 0)), (M0, T0, (0, 0, 1)), (0.0, ISO, (1, 1, 0))]]
for i, bl in enumerate(models):
    r = analyse(bl, EPS, 10 + i)
    print("blocks", "; ".join(f"{b[0]:g},{b[1][2]:g},{lab(b[2])}" for b in bl), f"| N = {r['N']}, gap = {r['gap']:.2f} eV")
    print(f"   {fmt(r['nu'])} xi(origin) {sg(r['xi'][TRIM[0]])} |W| = {lab(abs(r['W']))} z4 {lab(r['z4'].values())}")
r = analyse(models[0], EPS, 99, inversion=False)
print(f"no inversion, block 2,1,000: {fmt(r['nu'])}, min|Pf v| = {r['pvmin']:.4f}, max|det W - 1| = {r['detdev']:.4f}")
print("no test failed")
```

Printed output:

```
worked example: a = 0.4 nm, A = 1.0 eV, M = 1.0 eV, t = (1.0, 1.0, 0.2) eV, N = 1
pi/a = 7.8540 1/nm, velocity A a/hbar = 6.0771e+05 m/s
k grid 16^3, cluster 4^3 cells, smallest direct gap on grid = 1.600 eV
winding of Pf v in smooth gauge W = 000
TRIM 000: d0 = -1.2 eV, xi = -1, delta/delta(111) = -1
TRIM 001: d0 = -0.8 eV, xi = -1, delta/delta(111) = -1
TRIM 010: d0 = +0.8 eV, xi = +1, delta/delta(111) = +1
TRIM 011: d0 = +1.2 eV, xi = +1, delta/delta(111) = +1
TRIM 100: d0 = +0.8 eV, xi = +1, delta/delta(111) = +1
TRIM 101: d0 = +1.2 eV, xi = +1, delta/delta(111) = +1
TRIM 110: d0 = +2.8 eV, xi = +1, delta/delta(111) = +1
TRIM 111: d0 = +3.2 eV, xi = +1, delta/delta(111) = +1
indices from definition: (0;001)
Wilson nu, planes k1=0,pi k2=0,pi k3=0,pi k1+k3=pi k1+k2=pi: 00001110
xi strings list TRIM in order 000 001 010 011 100 101 110 111
centre (0.0,0.0,0.0) nm: xi --++++++ (0;001) z4 = 2
centre (0.0,0.0,0.2) nm: xi -++-+-+- (0;001) z4 = 0
centre (0.0,0.2,0.0) nm: xi ----++-- (0;001) z4 = 2
centre (0.0,0.2,0.2) nm: xi -+-++--+ (0;001) z4 = 0
centre (0.2,0.0,0.0) nm: xi --++---- (0;001) z4 = 2
centre (0.2,0.0,0.2) nm: xi -++--+-+ (0;001) z4 = 0
centre (0.2,0.2,0.0) nm: xi ------++ (0;001) z4 = 2
centre (0.2,0.2,0.2) nm: xi -+-+-++- (0;001) z4 = 0
plane k3=pi/a, |x1| Wannier: k2=0 0.2000 nm, k2=pi/a 0.0000 nm
k2 = 0.25 pi/a: x1 = +-0.0749 nm (Wilson), 0.0749 nm (solid angle)
k2 = 0.5 pi/a: x1 = +-0.0287 nm (Wilson), 0.0287 nm (solid angle)
k2 = 0.75 pi/a: x1 = +-0.0105 nm (Wilson), 0.0105 nm (solid angle)
further models, random symmetric hopping with summed norm 0.3 eV
block = M/eV, t3/eV, site in a/2 (t1 = t2 = 1 eV); z4 listed over centres m in TRIM order
blocks 2,1,000 | N = 1, gap = 1.89 eV
   (1;000) xi(origin) -+++++++ |W| = 000 z4 11111111
blocks 0,1,000 | N = 1, gap = 1.84 eV
   (0;111) xi(origin) ---+-+++ |W| = 000 z4 02202002
blocks -2,1,000 | N = 1, gap = 1.91 eV
   (1;111) xi(origin) -------+ |W| = 000 z4 31131331
blocks 4,1,100 | N = 1, gap = 1.95 eV
   (0;000) xi(origin) ++++---- |W| = 100 z4 00000000
blocks 2,1,000; 2,1,100 | N = 2, gap = 1.90 eV
   (0;000) xi(origin) ++++---- |W| = 100 z4 22222222
blocks 2,1,000; 1,0.2,001; 0,1,110 | N = 3, gap = 1.57 eV
   (1;110) xi(origin) --+++++- |W| = 111 z4 11333311
no inversion, block 2,1,000: (1;000), min|Pf v| = 0.9957, max|det W - 1| = 0.1137
no test failed
```
